Spinodal dewetting wavelength of a 5 nm liquid metal film

A flat liquid film of thickness h, destabilised by van der Waals forces and held back by surface tension γ, breaks up most readily at the wavelength

λ_m = 4π^(3/2) h² √(γ/A).

Here A > 0 is the magnitude of the destabilising Hamaker constant. For h = 5 nm, γ = 1 J/m² and A = 1×10⁻¹⁸ J,

√(γ/A) = 10⁹ m⁻¹ = 1 nm⁻¹,

λ_m = 22.27 × 25 nm² × 1 nm⁻¹ = 557 nm ≈ 0.56 µm.

The result belongs to a continuous film of uniform temperature on a flat, rigid substrate under vacuum, and to ripples that are small in height and long compared with h. SI and engineering units are used throughout.

**Back-of-envelope argument**

The van der Waals energy per area of the film is −A/(12πh²), with the zero at infinite thickness. Its second derivative with respect to h is −A/(2πh⁴). A ripple of small height δ therefore changes the local van der Waals pressure by about Aδ/(2πh⁴), in the sense that drives liquid from thin places to thick ones. Surface tension produces an opposing pressure γq²δ, where q is the wave number. The two balance at

q ≈ √(A/(2πγ))/h².

With the numbers above this corresponds to a wavelength of 0.39 µm. Shorter ripples decay, because they create too much surface. Very long ripples grow, but slowly, because liquid must travel far under a weak pressure gradient. The fastest ripple must therefore be somewhat longer than 0.39 µm. The flow equation supplies the missing factor, which is √2.

**The van der Waals energy**

Let two small elements of matter at distance r attract with energy −C/r⁶ per pair of atoms, and let these energies add. Let n_f and n_s be the atomic densities of film and substrate. The Hamaker constants are

A_ff = π² C_ff n_f²,  A_fs = π² C_fs n_f n_s.

Consider a liquid element at height h above the substrate surface. The integral of 1/r⁶ over the half-space below that surface is taken first over a plane at vertical distance s:

∫₀^∞ 2πr dr/(r² + s²)³ = π/(2s⁴),

and then over all planes from s = h to infinity:

∫_h^∞ π ds/(2s⁴) = π/(6h³).

The substrate thus gives the element an energy per volume −A_fs/(6πh³). If liquid filled the same half-space, the value would be −A_ff/(6πh³). Relative to a very thick liquid, adding a layer dh at the top of the film costs the difference between the two. Writing φ(h) for the energy per area,

φ′(h) = (A_ff − A_fs)/(6πh³) = A/(6πh³),  A = A_ff − A_fs.

Integration with φ(∞) = 0, and one further differentiation, give

φ(h) = −∫_h^∞ A ds/(6πs³) = −A/(12πh²),

φ″(h) = −A/(2πh⁴).

The film is unstable when A > 0, that is, when the liquid attracts itself more strongly than it is attracted by the substrate. For A < 0 the sign of φ″ reverses and a flat film resists small ripples.

The region in which substrate replaces liquid has a flat boundary. In this additive picture φ′ therefore depends on the local height alone, even when the upper surface is rippled. The remaining energy of the surface shape is that of a thick liquid, represented here by γ.

**Pressure and flow**

For small slopes, the energy per unit width of a film with profile h(x,t) is

F = ∫ [φ(h) + (γ/2)(∂h/∂x)²] dx,

apart from the constant energy of the flat surface. The pressure that drives the flow is the energy cost of adding volume at x:

P = δF/δh = φ′(h) − γ ∂²h/∂x².

When the wavelength is much larger than h, the flow is nearly parallel to the substrate and P is nearly constant across the film. If inertia is negligible, the velocity u along x obeys

η ∂²u/∂z² = ∂P/∂x,

where η is the viscosity. The liquid sticks to the wall, so u = 0 at z = 0. The free surface carries no shear stress, so ∂u/∂z = 0 at z = h. Two integrations give

u = (1/η)(∂P/∂x)(z²/2 − hz).

The flux is the integral of u over the thickness:

Q = (1/η)(∂P/∂x)(h³/6 − h³/2) = −(h³/3η) ∂P/∂x.

Conservation of volume, ∂h/∂t = −∂Q/∂x, then yields the film equation

∂h/∂t = ∂/∂x [ (h³/3η) ∂P/∂x ].

**The fastest ripple**

Insert h → h + ε exp(iqx + σt), where h now denotes the mean thickness, and keep terms of first order in ε. The pressure changes by (φ″ + γq²) times the ripple. The factor h³ can be kept at its mean value, because ∂P/∂x is already of first order. The two remaining derivatives give (iq)² = −q², so

σ = −(h³/3η) q² (φ″ + γq²) = (h³/3η) q² (|φ″| − γq²).

Growth requires q < q_c, with

q_c = √(|φ″|/γ).

To find the maximum, differentiate with respect to q²:

dσ/d(q²) = (h³/3η)(|φ″| − 2γq²) = 0,

q_m² = |φ″|/(2γ) = A/(4πγh⁴).

The second derivative with respect to q² is negative, so this is a maximum. The wavelength follows from λ_m = 2π/q_m:

λ_m = 2πh² √(4πγ/A) = 4π^(3/2) h² √(γ/A).

Since q_m = q_c/√2, the fastest wavelength is √2 times the cutoff wavelength. At q_m the bracket in σ equals |φ″|/2, and the growth rate is

σ_m = (h³/3η) × |φ″|/(2γ) × |φ″|/2 = h³|φ″|²/(12ηγ) = A²/(48π²ηγh⁵).

Viscosity sets the rate but drops out of the wavelength. Wall slip acts similarly. If u = b ∂u/∂z at the wall, with slip length b, the velocity gains the term −bh(∂P/∂x)/η. The factor h³/3 in the flux then becomes h³/3 + bh². This is common to all q, so λ_m stays and the rate rises by the factor 1 + 3b/h. The argument is meant for b of the order of h; very large slip lengths, for which stretching of the film matters beside wall friction, are not covered.

**Numbers for a molten metal**

The surface tension is close to that of molten silver. The Hamaker constant is a round illustrative value, several times larger than expected for silver on silica, as discussed in the last section. Rough additional values are η = 4 mPa s, density ρ = 9300 kg/m³ and temperature 1300 K. The steps are

|φ″| = 10⁻¹⁸ J / [2π (5×10⁻⁹ m)⁴] = 2.55×10¹⁴ J/m⁴,

q_m = √[2.55×10¹⁴/(2 × 1)] m⁻¹ = 11.3 µm⁻¹,

λ_m = 2π/q_m = 0.557 µm,  2π/q_c = 0.394 µm,

σ_m = 1.69×10⁵ s⁻¹,  1/σ_m = 5.9 µs.

The long-wave assumption requires q_m h = √(A/(4πγ))/h to be small. Here it is 0.056. The ratio of inertia to viscous stress, ρσ_m h²/η, is about 1×10⁻⁵, and the ratio of gravity to the van der Waals term, ρg/|φ″|, is about 4×10⁻¹⁰.

**Comparison with fuller calculations**

Solving the linearised flow equations across the film, with inertia and finite qh retained, gives a fastest wavelength of 0.558 µm and a rate of 1.68×10⁵ s⁻¹. The rate is 0.6% below the long-wave value. With a slip length of 5 nm the same calculation gives 0.559 µm and a rate 3.95 times larger, against the factor 4 from 1 + 3b/h.

The nonlinear film equation was also solved in a periodic box 6 µm long, starting from twenty ripples of equal height, 10⁻⁴ nm, with random phases. After three growth times the largest gain, interpolated between the wavelengths that fit the box, lay at 0.559 µm. This is 0.4% above the formula. The offset comes from the interpolation: a parabola through the linear rates σ(q) at the same three box wavelengths also peaks at 0.559 µm. Ripples this small stay linear, so the run confirms the linearisation of the film equation rather than any nonlinear effect. The numerical output lists these values.

A second run followed one ripple of wavelength λ_m into the nonlinear stage. Its initial height was a thermal scale. A ripple of height a stores surface energy of order γa² over an area of order 1/q², and equating this to k_BT gives

a ≈ √(k_BT/γ) = 0.134 nm.

This is an order-of-magnitude seed. It enters the linear growth time through a logarithm, but the effect is not negligible: a seed of 0.03 nm would lengthen the time by about 9 µs. Linear growth until the ripple height equals h would take

(1/σ_m) ln(h/a) = 5.92 µs × ln(5/0.134) = 21 µs.

The nonlinear run reached a minimum thickness of 2 nm after 13.6 µs. A fair comparison uses the same end point: linear growth to a height of 3 nm would take 5.92 µs × ln(3/0.134) ≈ 18 µs. Both times refer to the same equation and the same initial ripple, so the remaining difference comes from the nonlinear terms.

**When temperature follows thickness**

A heated film need not be isothermal. Let the temperature along a ripple vary in phase with its height, with G = δT/δh, and let γ_T = dγ/dT. The surface then carries the shear stress

η ∂u/∂z = γ_T G ∂h/∂x at z = h.

This adds a velocity (γ_T G/η)(∂h/∂x) z and a flux (h²γ_T G/2η) ∂h/∂x. Its contribution to σ is q²h²γ_T G/(2η). Taking out the common factor h³q²/(3η) gives

σ = (h³/3η) q² [ |φ″| + 3γ_T G/(2h) − γq² ].

If G is the same for all wavelengths, the temperature term acts as a change of |φ″|. For γ_T < 0 and G > 0, thick places are hotter and have lower surface tension. The surface pulls liquid from them towards thin places and opposes dewetting. For such a constant G, and without wall slip, the instability disappears at

G = 2h|φ″|/(3|γ_T|).

With the rough value γ_T = −0.2 mN/(m K) and A = 10⁻¹⁸ J this is 4.2 K/nm. For the same A, the fastest wavelength rises to 0.64 µm at G = +1 K/nm and falls to 0.50 µm at G = −1 K/nm. The threshold is proportional to A: for A = 2×10⁻¹⁹ J, a value nearer to silver on silica, it is only about 0.85 K/nm, and G = +1 K/nm would already keep the film flat. Of the effects sized here, this one can remove the instability altogether.

In a metal film, heat conducted along the film makes G smaller for short ripples. If G varies as 1/q², the temperature term shifts σ by the same amount at every q. The fastest wavelength then stays at λ_m, while growth slows down or stops for G > 0 and speeds up for G < 0 (with γ_T < 0). The 1/q² law requires conduction along the film to outweigh conduction into the substrate.

**What the estimate means for a real film**

A surface tension near 1 J/m² is reasonable for molten silver. The Hamaker constant is less certain, and 10⁻¹⁸ J is a high value for silver on silica. Estimates from the dielectric response of the two materials lie nearer 2×10⁻¹⁹ J, which at fixed h and γ would give λ_m ≈ 1.2 µm. Halving A at fixed h and γ raises λ_m to 0.79 µm. Thickness matters more strongly: a film 10% thicker, with A and γ fixed, has λ_m = 0.67 µm. The finite speed of light also weakens the attraction. For a rough electronic response energy ħω = 10 eV, the phase lag over a round trip through the film is 2hω/c ≈ 0.5 rad, which is not clearly negligible. A should then be read as the effective value 2πh⁴|φ″| at the thickness concerned, and λ_m need not follow h² precisely when that value varies with h.

If such a film is melted by laser pulses, the isothermal assumption needs checking. G is not calculated here for that case; the values of ±1 K/nm above are only examples. The size and sign of G, and the way it depends on wavelength, decide how far the fastest ripple shifts and whether ripples grow at all. For a rough melt time of 20 ns per pulse, thinning to 2 nm would need about 700 pulses with A = 10⁻¹⁸ J for a single one-dimensional ripple with the 0.134 nm seed (an order of magnitude only, since the seed and the two-dimensional pattern change it), and about 25 times as many with A = 2×10⁻¹⁹ J, provided that the film is isothermal while molten, that the melt times simply add and that freezing leaves the ripples unchanged. The estimate also presumes a continuous film. If the deposited metal already consists of islands, or if holes start at defects before the ripples have grown, the spacing is set by those features and λ_m does not predict it.

Computed results

```
film thickness: 5.0 nm
surface tension: 1.00 J/m^2
Hamaker constant magnitude: 1.0e-18 J
viscosity (rough): 4.0 mPa s
density (rough): 9300 kg/m^3
temperature (rough): 1300 K
d(gamma)/dT (rough): -0.20 mN/(m K)
melt time per pulse (rough): 20 ns
phi'': -2.5465e+14 J/m^4
fastest wave number q_m: 11.284 1/um
fastest wavelength, formula: 0.5568 um
the same in nm: 556.8 nm
cutoff wavelength: 0.3937 um
fastest wavelength, full flow: 0.5576 um
fastest wavelength, film simulation: 0.5588 um
growth rate, formula: 1.6887e+05 1/s
growth rate, full flow: 1.6791e+05 1/s
growth time: 5.922 us
slip length in slip test: 5.0 nm
wavelength with slip, full flow: 0.5593 um
rate with slip / rate without: 3.951
thermal seed height: 0.134 nm
linear estimate of rupture time: 21.43 us
simulated time to 2 nm thickness: 13.58 us
pulses for that melt time: 679
q_m h: 0.0564
inertia / viscosity: 9.82e-06
gravity / van der Waals: 3.58e-10
G that stops dewetting: 4.24 K/nm
wavelength at G=+1 K/nm: 0.637 um
wavelength at G=-1 K/nm: 0.501 um
response energy for retardation (rough): 10 eV
retardation phase 2 h omega/c: 0.51 rad
wavelength with A halved: 0.787 um
wavelength with h 10 percent larger: 0.674 um
```
